# Stress Intensity at a Crack Inside a Thin Bonded Layer

## Definitions and conventions

A flat layer of thickness $h$ joins two identical thick blocks. A crack lies on its midplane, parallel to both interfaces. The $x$ axis runs along the crack in the growth direction, $y$ is normal to it, and the tip under study is at $x=y=0$ with the crack at $x<0$. The solids are linear elastic, isotropic and perfectly bonded. Strains are small, deformation is plane strain, and there is no body force. The crack faces are open and traction-free. Geometry and load are mirror-symmetric about $y=0$, so the tip is in pure mode I.

Let $E$ be Young's modulus, $\nu$ Poisson's ratio, $\mu=E/[2(1+\nu)]$ the shear modulus, and

$$\bar E=\frac{E}{1-\nu^2}.$$

Subscripts $l$ and $b$ denote layer and block. The mode I stress intensity $K$ is defined by $\sigma_{yy}=K/\sqrt{2\pi r}$ directly ahead of the tip, at distance $r$. Two values are needed:

- $K_{\rm tip}$ is the actual value, read at $r\ll h$.
- $K_{\rm remote}$ is the value that the same load would produce if the layer were made of block material.

Let $a$ be the crack half-length, or the smallest outer length if that is shorter. To leading order in $h/a$, the result is

$$\boxed{\frac{K_{\rm tip}}{K_{\rm remote}}=\sqrt{\frac{\bar E_l}{\bar E_b}}}$$

The equations contain no physical constants and hold in atomic units or any other coherent set.

## The conserved integral

Let $W=\tfrac12\sigma_{ij}\epsilon_{ij}$ be the strain energy density and $u_i$ the displacement, also written $(u,v)$. Repeated indices are summed. Take a circuit that runs anticlockwise from the lower crack face to the upper one, with outward normal $n$ and traction $t_i=\sigma_{ij}n_j$. Define

$$J=\int (W n_x-t_i\,\partial_x u_i)\,ds=\int P_jn_j\,ds,\qquad P_j=W\delta_{xj}-\sigma_{ij}\partial_xu_i .$$

Within one homogeneous material the moduli do not depend on $x$, so $\partial_xW=\sigma_{ij}\partial_x\epsilon_{ij}=\sigma_{ij}\partial_j\partial_xu_i$, where the last form uses the symmetry of $\sigma_{ij}$. Therefore

$$\partial_jP_j=\sigma_{ij}\partial_j\partial_xu_i-(\partial_j\sigma_{ij})\partial_xu_i-\sigma_{ij}\partial_j\partial_xu_i=0,$$

because equilibrium gives $\partial_j\sigma_{ij}=0$.

Now apply the divergence theorem to the region between two circuits, one material at a time. The crack faces contribute nothing, since $n_x=0$ and $t_i=0$ there. On an interface the normal is along $y$, and the flux is $P_y=-\sigma_{iy}\partial_xu_i$. Bonding makes $u_i$ continuous along the interface, hence also $\partial_xu_i$; force balance makes $\sigma_{iy}$ continuous. The fluxes from the two sides cancel, and $J$ is the same for both circuits, even if one of them crosses the interfaces.

This argument needs interfaces parallel to $x$. If the layer ends ahead of the tip, its end face has a normal along $x$, and the flux through it is $P_x=W-\sigma_{ix}\partial_xu_i$. This contains $\sigma_{yy}\epsilon_{yy}$, which generally jumps between materials. For the oxide and silicon of the example below, with a layer ending $0.75h$ ahead of the tip, a finite-element solution gives $J_{\rm tip}/J_{\rm far}=0.815$. Conservation has failed, and the boxed formula may not be used for an end this close. For an end at distance $D\gg h$, the jump in $P_x$ is of order $K^2/(\bar ED)$ over a height $h$, so the relative error in $J$ falls as $h/D$.

## What J measures

Let a fixed outer boundary carry prescribed tractions $T_i$, and let the crack advance by $da$. Per unit thickness, the potential energy is $\Pi=\int W\,dA-\int T_iu_i\,ds$. Use coordinates that move with the tip. In them the outer boundary slides backwards, so

$$\frac{d}{da}\int W\,dA=\int\frac{\partial W}{\partial a}\,dA-\int Wn_x\,ds,\qquad
\frac{du_i}{da}=\frac{\partial u_i}{\partial a}-\partial_xu_i .$$

The partial derivatives are taken at fixed moving coordinates. Virtual work gives $\int(\partial W/\partial a)\,dA=\int T_i(\partial u_i/\partial a)\,ds$, and these terms cancel. What remains is

$$-\frac{d\Pi}{da}=\int(Wn_x-T_i\partial_xu_i)\,ds=J .$$

So $J$ is the energy released per unit area of crack growth. The material must be uniform in $x$ here too, since the layer must look the same after the tip has moved.

## The near field and its J

The relation between $J$ and $K$ follows from an explicit solution. Let $Z(z)$ be analytic in $z=x+iy$, let $\hat Z'=Z$, and for $y\ge0$ set

$$\sigma_{xx}={\rm Re}Z-y\,{\rm Im}Z',\quad \sigma_{yy}={\rm Re}Z+y\,{\rm Im}Z',\quad \sigma_{xy}=-y\,{\rm Re}Z',$$

$$2\mu u=(1-2\nu){\rm Re}\hat Z-y\,{\rm Im}Z,\qquad 2\mu v=2(1-\nu){\rm Im}\hat Z-y\,{\rm Re}Z .$$

Differentiation uses $\partial_y{\rm Re}f=-{\rm Im}f'$ and $\partial_y{\rm Im}f={\rm Re}f'$. Equilibrium holds:

$$\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=({\rm Re}Z'-y{\rm Im}Z'')+(-{\rm Re}Z'+y{\rm Im}Z'')=0,$$

$$\partial_x\sigma_{xy}+\partial_y\sigma_{yy}=-y{\rm Re}Z''+(-{\rm Im}Z'+{\rm Im}Z'+y{\rm Re}Z'')=0 .$$

So does Hooke's law. The normal strains are $2\mu\,\partial_xu=(1-2\nu){\rm Re}Z-y{\rm Im}Z'$ and $2\mu\,\partial_yv=(1-2\nu){\rm Re}Z+y{\rm Im}Z'$, which equal $\sigma_{xx}$ and $\sigma_{yy}$ less $\nu(\sigma_{xx}+\sigma_{yy})$. The shear strain satisfies $2\mu(\partial_yu+\partial_xv)=-2y{\rm Re}Z'=2\sigma_{xy}$.

Choose $Z=K/\sqrt{2\pi z}$ with the cut along the crack. Ahead of the tip $\sigma_{yy}=K/\sqrt{2\pi x}$ and $v=0$. On the upper face $z=re^{i\pi}$ makes $Z$ imaginary, so the traction vanishes. Since $\hat Z=2K\sqrt{z/2\pi}$, the face displacement is

$$v=\frac{2(1-\nu)}{2\mu}\,2K\sqrt{\frac{r}{2\pi}}=\frac{4K}{\bar E}\sqrt{\frac{r}{2\pi}} .$$

For $J$, use a long flat box with sides at $y=\pm\varepsilon$ and ends at $x=\pm L$, and let $L\to\infty$. The integrand on the ends is of order $K^2/(\bar EL)$ over a length $2\varepsilon$, so the ends drop out. The two long sides contribute equally by symmetry, and $n_x=0$ on them:

$$J=-2\int_{-\infty}^{\infty}(\sigma_{xy}\partial_xu+\sigma_{yy}\partial_xv)\,dx\Big|_{y=\varepsilon}.$$

Insert the fields, with $2\mu\,\partial_xv=2(1-\nu){\rm Im}Z-y{\rm Re}Z'$. The terms in $y^2$ cancel, and the rest combines to

$$2\mu(\sigma_{xy}\partial_xu+\sigma_{yy}\partial_xv)=2(1-\nu)\big[{\rm Re}Z\,{\rm Im}Z-y({\rm Re}Z\,{\rm Re}Z'-{\rm Im}Z\,{\rm Im}Z')\big]$$

$$=(1-\nu)\big[{\rm Im}Z^2-y\,\partial_x{\rm Re}Z^2\big].$$

The last term is a total $x$ derivative of a function that vanishes at both ends. With $Z^2=K^2/(2\pi z)$,

$$\int{\rm Im}Z^2dx=-\frac{K^2}{2\pi}\int_{-\infty}^{\infty}\frac{\varepsilon\,dx}{x^2+\varepsilon^2}=-\frac{K^2}{2}.$$

Hence

$$J=-2\cdot\frac{1-\nu}{2\mu}\left(-\frac{K^2}{2}\right)=\frac{(1-\nu)K^2}{2\mu}=\frac{K^2}{\bar E}.$$

## Equating the two circuits

**Small circuit.** At $r\ll h$ the tip is surrounded by layer material alone. The next terms in the stress are bounded. Their cross terms with the singular field are of order $r^{-1/2}$ in the integrand and $r^{1/2}$ after integration, so they vanish as the circuit shrinks. Thus $J=K_{\rm tip}^2/\bar E_l$.

**Large circuit.** Choose a radius $R$ with $h\ll R\ll a$. Under a stress $\sigma$, the layer adds a relative displacement of order $h\sigma/\bar E_l$ between the blocks, against a block displacement of order $R\sigma/\bar E_b$. When strained along $x$ with the blocks, it carries a force of order $h\bar E_l\epsilon$ against $R\bar E_b\epsilon$. Both effects are small if

$$\frac hR\,\max\!\left(\frac{\bar E_b}{\bar E_l},\frac{\bar E_l}{\bar E_b}\right)\ll1 .$$

The blocks then carry the field of a homogeneous body with intensity $K_{\rm remote}$. The circuit still cuts the layer, but over a length of order $h$, and the same estimate makes that part negligible. Thus $J=K_{\rm remote}^2/\bar E_b$.

Conservation requires

$$\frac{K_{\rm tip}^2}{\bar E_l}=\frac{K_{\rm remote}^2}{\bar E_b}.$$

An open crack has $K>0$ on both scales, so the positive root applies, which is the boxed result. The thickness $h$ has dropped out. Together with the modulus ratio, it sets where the field changes from one intensity to the other, but it does not set the ratio between them. With a strong modulus contrast the change can extend over many $h$.

## Reading the result

If $\bar E_l=\bar E_b$, the ratio is one to leading order, even if the Poisson ratios differ. A soft layer lowers the stress at the tip and a stiff layer raises it. The opening changes the other way. Comparing the near-tip opening with the one the homogeneous body would have at the same $r$,

$$\frac{K_{\rm tip}/\bar E_l}{K_{\rm remote}/\bar E_b}=\sqrt{\frac{\bar E_b}{\bar E_l}} .$$

The product of stress and opening is unchanged, as a fixed energy release rate requires. Shielding by a soft elastic layer therefore does not reduce the energy available for fracture at leading order. It changes the stress that corresponds to that energy.

The formula sends $K_{\rm tip}/K_{\rm remote}$ to zero as $\bar E_l/\bar E_b\to0$, but it remains valid in that limit only if the crack stays long enough. The condition above, $a\gg h\bar E_b/\bar E_l$, is sufficient, and a compressible layer needs it; a nearly incompressible layer is stiffened by its confinement and needs much less. At $a/h=219$ and $\bar E_l/\bar E_b=10^{-3}$, the $K$ ratio exceeds the formula by 47% for $\nu_l=0.17$, by 7% for $\nu_l=0.49$ and by 0.8% for $\nu_l=0.5$. For a very soft layer, $a\gg h$ is not sufficient.

Off the midplane the mirror symmetry is lost and a mode II component may appear. One scalar, $J$, cannot fix two amplitudes, and a full solution is needed.

A uniform residual stress $\sigma_{xx}$ in the layer, far from its edges, puts no traction on the crack plane. By linear superposition it leaves $K_{\rm tip}$ unchanged. In that case $J$ above is to be evaluated with the field caused by the load.

## Numerical tests of the law

The semi-infinite crack was solved by finite elements, with the displacements of the $K_{\rm remote}$ field imposed about $740h$ from the tip. For the oxide layer of the example, the formula gives 0.6570. The crack opening gives 0.6560, and the stress ahead of the tip gives 0.6558. The scaled integral $J\bar E_b/K_{\rm remote}^2$ is 0.9972 on circuits inside the layer, on circuits spanning the interfaces, and on far circuits.

The common value lies 0.28% below one, so the finite model delivers slightly less energy than the ideal field. Inserting it gives $0.6570\sqrt{0.9972}=0.6561$, which accounts for most of the difference between the formula and the two finite-element values.

A stiff layer tests the other side. With $E_l=4E_b$ and $\nu_l=0.30$, the modulus ratio is $\bar E_l/\bar E_b=4.178$. The formula gives 2.044 and the crack opening 2.047.

## Worked example: oxide between silicon wafers

Two silicon wafers are joined by a silica layer with $h=500$ nm. An unbonded region forms a central crack with $a=109473$ nm, about 0.11 mm. The material constants are rough typical values.

**Moduli.** For silica, $E_l=72$ GPa and $\nu_l=0.17$ give

$$\bar E_l=\frac{72}{1-0.17^2}=74.14\ {\rm GPa}.$$

For silicon, $C_{11},C_{12},C_{44}=166,64,80$ GPa. The bulk modulus is $(166+2\cdot64)/3=98$ GPa. The uniform-strain (Voigt) shear average is $(102+3\cdot80)/5=68.4$ GPa, and the uniform-stress (Reuss) average is $5\cdot102\cdot80/(4\cdot80+3\cdot102)=65.2$ GPa. Their mean, 66.8 GPa, serves as an isotropic estimate. It gives $E_b=163.3$ GPa, $\nu_b=0.222$ and $\bar E_b=171.76$ GPa. Then

$$\frac{K_{\rm tip}}{K_{\rm remote}}=\sqrt{\frac{74.14}{171.76}}=\sqrt{0.4317}=0.657 .$$

**Fracture.** Let the oxide break at $K_{\rm tip}=0.75$ MPa√m. The remote intensity at that moment is

$$K_{\rm remote}=\frac{0.75}{0.657}=1.14\ {\rm MPa\sqrt m}\quad(0.712\ {\rm eV/Å^{5/2}}),$$

and the energy release rate is

$$J=\frac{(0.75\times10^6)^2}{74.14\times10^9}=7.59\ {\rm J/m^2}\quad(0.474\ {\rm eV/Å^2}).$$

Setting $K_{\rm remote}$ itself equal to 0.75 MPa√m would give $0.75^2/171.76$ in the same units, or 3.27 J/m². That is too small by the factor 0.4317.

**Remote tension.** For a central crack in a large homogeneous body, with $z$ measured from the crack centre, use $Z=\sigma z/\sqrt{z^2-a^2}$. It is imaginary on the faces and tends to $\sigma$ far away. It includes a lateral stress $\sigma_{xx}=\sigma$, which can be subtracted without changing $K$. Near the tip, $z=a+r$ and $Z\approx\sigma a/\sqrt{2ar}$, so $K_{\rm remote}=\sigma\sqrt{\pi a}$. Hence

$$\sigma=\frac{1.142\times10^6}{\sqrt{\pi\times1.09473\times10^{-4}}}\ {\rm Pa}=61.6\ {\rm MPa}.$$

## Size of the neglected effects

**Finite thickness.** Finite-element models of the central crack were compared with homogeneous blocks of the same size, with the top and side edges about 11 crack half-lengths from the tip. At $a/h=218.9$, the example's value, the $K$ ratio exceeds the formula by 0.26%. At $a/h=3.8$ it exceeds it by about 7%; the computed value, 7.46%, lies 0.3 percentage points above the value for unbounded blocks, 7.15% (for the long crack, unbounded blocks give 0.25%). The deviation falls by a factor of about 29 while $a/h$ grows by about 58, so scaling it as $h/a$ from the short crack would underestimate it here. Over this range the deviation times $a/h$ grows linearly with $\ln(a/h)$, from 0.27 to 0.55 for unbounded blocks.

**Crystal anisotropy.** Let the crack lie on (001) and grow along [110]. The plane-strain stiffnesses are $D_{11}=(C_{11}+C_{12})/2+C_{44}=195$, $D_{22}=166$, $D_{12}=64$ and $D_{66}=80$ GPa. Let $b$ be the inverse matrix. With an Airy function of $x+my$, compatibility requires

$$b_{11}m^4+(2b_{12}+b_{66})m^2+b_{22}=0 .$$

Take the roots $m_1,m_2$ in the upper half-plane. Symmetry of the equation gives $m_1m_2=-\sqrt{b_{22}/b_{11}}$ and $m_1+m_2=is$, with

$$s^2=\frac{2b_{12}+b_{66}}{b_{11}}+2\sqrt{\frac{b_{22}}{b_{11}}} .$$

Write the stresses as $\sigma_{yy}=2{\rm Re}(f_1+f_2)$ and $\sigma_{xy}=-2{\rm Re}(m_1f_1+m_2f_2)$, where $f_k$ depends on $x+m_ky$. Zero shear on $y=0$ and $\sigma_{yy}={\rm Re}Z$ there require

$$f_1=-\frac{m_2Z}{2(m_1-m_2)},\qquad f_2=\frac{m_1Z}{2(m_1-m_2)} .$$

Integrating $\epsilon_{yy}=b_{12}\sigma_{xx}+b_{22}\sigma_{yy}$ in $y$ attaches the factor $b_{12}m_k+b_{22}/m_k$ to each term. The $b_{12}$ parts cancel on $y=0$, leaving

$$v={\rm Re}\left[b_{22}\frac{m_1+m_2}{m_1m_2}\hat Z\right]=s\sqrt{b_{11}b_{22}}\;{\rm Im}\hat Z .$$

On the face this is $v=cK\sqrt{r/2\pi}$ with $c=2s\sqrt{b_{11}b_{22}}$. The energy released in growing by $\Delta$ equals the work of closing that length again:

$$J=\frac1\Delta\int_0^\Delta\frac{K}{\sqrt{2\pi x}}\,cK\sqrt{\frac{\Delta-x}{2\pi}}\,dx=\frac{cK^2}{2\pi\Delta}\cdot\frac{\pi\Delta}{2}=\frac{cK^2}{4}.$$

The effective modulus is therefore $4/c$, or $1/\bar E_b=\tfrac12s\sqrt{b_{11}b_{22}}$. The constants above give 167.39 GPa; a finite-element solution for the cubic crystal gives 167.43 GPa. The $K$ ratio becomes 0.6655, a change of +1.30% from the isotropic estimate. The change depends on orientation: it is +2.55% for growth along [100] on (001), and −2.70% for growth along [001] on (110). Conservation of $J$ did not use isotropy, so the boxed formula holds with this modulus.

**Cohesive zone.** The tip field must exist within the layer, so the zone where the material separates must be much shorter than $h$. Opening forces $\pm P$ on the faces at distance $x$ behind the tip are described by $Z=(P/\pi)\sqrt{x/z}/(z+x)$, which gives $K=P\sqrt{2/(\pi x)}$. A uniform closing stress $S$ over a length $\rho$ cancels the applied $K$ when

$$K_{\rm tip}=\int_0^\rho S\sqrt{\frac{2}{\pi x}}\,dx=2S\sqrt{\frac{2\rho}{\pi}},\qquad \rho=\frac\pi8\left(\frac{K_{\rm tip}}{S}\right)^2 .$$

A rough strength $S=10$ GPa gives $\rho=2.2$ nm, or $0.0044h$. For a tougher or weaker layer, this ratio should be evaluated again before the formula is used.

## Use for real bonded wafers

The midplane geometry suits wafers that each carry half of the oxide and are joined at the oxide surfaces. The weakest plane may then be the bond rather than the oxide itself, and its own critical $K_{\rm tip}$ should replace 0.75 MPa√m. Moist air can also let silica cracks grow slowly below the fast-fracture value. Neither change affects the elastic ratio. The allowed $K_{\rm remote}$ and tension scale in proportion to the critical $K_{\rm tip}$, and $J$ scales with its square: half the toughness gives half the allowed tension and a quarter of the energy. This uncertainty can far exceed the elastic corrections sized above.

The example also assumes that the crack stays in the oxide. With a rough silicon toughness of 0.9 MPa√m, silicon needs only about 4.7 J/m² to crack (with $\bar E_b=171.76$ GPa), less than the 7.59 J/m² found for the oxide. A crack that leaves the midplane, or a flaw in the silicon, may therefore break a wafer first.

A wafer is roughly half a millimetre thick or somewhat more, only a few times $a$ here. The expression $\sigma\sqrt{\pi a}$ should then be replaced by $K_{\rm remote}$ from a model of the actual wafer pair and its loading. That model may omit the layer if $h$ is far below its other lengths and the modulus condition holds. Its energy release rate, $K_{\rm remote}^2/\bar E_b$, can be compared directly with a measured fracture energy. A toughness stated as a stress intensity of the layer material must be divided by $\sqrt{\bar E_l/\bar E_b}$ before it is compared with $K_{\rm remote}$. The numerical output below lists the main inputs and results.

## Table of computed values

```
INPUTS (rough typical values)
oxide Young modulus, Poisson ratio: 72 GPa, 0.17
silicon C11, C12, C44: 166, 64, 80 GPa
layer thickness h: 500 nm
crack half-length a: 109473 nm
oxide toughness (critical K_tip): 0.75 MPa sqrt(m)
oxide cohesive strength: 10 GPa
MODULI AND RATIO
silicon averaged E, nu: 163.3 GPa, 0.222
Ebar layer: 74.14 GPa
Ebar block: 171.76 GPa
Ebar_layer/Ebar_block: 0.4317
K_tip/K_remote, formula: 0.6570
FINITE-ELEMENT TESTS (semi-infinite crack)
K_tip/K_remote from crack opening: 0.6560
K_tip/K_remote from stress ahead: 0.6558
J*Ebar_block/K_remote^2, circuits inside layer: 0.9972
same, circuits crossing the interfaces: 0.9972
same, far circuits: 0.9972
stiff layer, Ebar ratio: 4.178
stiff layer K ratio, formula: 2.0441
stiff layer K ratio, finite elements: 2.0471
layer ending 0.75 h ahead of tip: J_tip/J_far = 0.8147
FRACTURE OF THE BONDED WAFERS
K_remote at fracture: 1.142 MPa sqrt(m)
  = 0.712 eV/angstrom^(5/2)
energy release rate at fracture: 7.59 J/m^2
  = 0.474 eV/angstrom^2
release rate if K_remote were taken as K_tip: 3.27 J/m^2
remote tension at fracture: 61.6 MPa
NEGLECTED EFFECTS
a/h = 3.8: K ratio differs from formula by +7.46 %
a/h = 218.9: K ratio differs from formula by +0.26 %
Ebar of cubic silicon, (001) crack along [110]: 167.39 GPa
same from finite elements: 167.43 GPa
K ratio with cubic silicon: 0.6655
change of K ratio by anisotropy: +1.30 %
cohesive zone length: 2.21 nm
cohesive zone / layer thickness: 0.0044
```
